# Index-Two fcc Superlattices: Seven Hermite Forms, Two Orderings: a numerical check

```python
"""Index-2 superlattices of fcc: seven sublattices, two symmetry classes.

Result under test: the integer matrices H with |det H| = 2 describe seven
different superlattices A H of the fcc lattice A. Point symmetry leaves two,
and each carries one binary structure: L1_0 (3 variants), L1_1 (4 variants).

A  primitive fcc vectors as columns, in units of the cubic constant a
H  lower triangular Hermite normal form, superlattice basis = A H
p  parity vector: lattice point n is in the superlattice when p.n is even
k  ordering wave vector in units of 2 pi / a
G  point operation as an integer matrix in the primitive basis
The elastic (Keating) model places the cations of Ga0.5In0.5P on the fcc sites.
"""
import itertools as it
import numpy as np
from scipy import constants as const
from scipy.optimize import least_squares

A = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
A_INV = np.linalg.inv(A)
CORNERS = np.array(list(it.product((0, 1), repeat=3)))


def hermite_forms(index):
    forms = []
    for a, c in it.product(range(1, index + 1), repeat=2):
        if index % (a * c) == 0:
            f = index // (a * c)
            for b, d, e in it.product(range(c), range(f), range(f)):
                forms.append(np.array([[a, 0, 0], [b, c, 0], [d, e, f]]))
    return forms


def is_integer(matrix):
    return np.allclose(matrix, np.rint(matrix), atol=1e-9)


def fingerprints(matrices):
    """Which of the eight corner points belong to each index-2 lattice."""
    det = np.rint(np.linalg.det(matrices))
    adjugate = np.rint(np.linalg.inv(matrices) * det[:, None, None]).astype(int)
    inside = np.all((adjugate @ CORNERS.T) % 2 == 0, axis=1)
    return inside @ (2 ** np.arange(8))


# Seven forms against a blind search over integer matrices
forms = hermite_forms(2)
trial = np.array(list(it.product((-1, 0, 1, 2), repeat=9))).reshape(-1, 3, 3)
trial = trial[np.abs(np.rint(np.linalg.det(trial))) == 2]
found = set(fingerprints(trial).tolist())
form_codes = fingerprints(np.array(forms)).tolist()
assert len(forms) == len(set(form_codes)) == len(found) == 7
assert set(form_codes) == found

# Point group found from the metric, not typed in
metric = A.T @ A
small = np.array(list(it.product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
image_metric = np.transpose(small, (0, 2, 1)) @ metric @ small
full_group = [g for g, m in zip(small, image_metric) if np.allclose(m, metric)]
zincblende_group = [g for g in full_group
                    if np.prod(A @ g @ A_INV @ np.ones(3)) > 0]
surface_group = [g for g in zincblende_group
                 if np.isclose((A @ g @ A_INV)[2, 2], 1)]
assert (len(full_group), len(zincblende_group), len(surface_group)) == (48, 24, 4)


def classes(group):
    result = set()
    for start in forms:
        members = [j for j, end in enumerate(forms)
                   if any(is_integer(np.linalg.inv(end) @ g @ start)
                          for g in group)]
        result.add(tuple(members))
    return sorted(result)


bulk_classes = classes(full_group)
surface_classes = classes(surface_group)
assert sorted(map(len, bulk_classes)) == [3, 4]
assert classes(zincblende_group) == bulk_classes
assert sorted(map(len, surface_classes)) == [1, 2, 2, 2]

# Parity vectors, wave vectors, and a fixed-point count of the classes
parities = []
for H in forms:
    solutions = [p for p in CORNERS[1:] if np.all((p @ H) % 2 == 0)]
    assert len(solutions) == 1
    parities.append(solutions[0])
waves = [0.5 * A_INV.T @ p for p in parities]
fixed = sum(np.all((g.T @ p - p) % 2 == 0) for g in full_group for p in parities)
assert fixed == 2 * len(full_group)
names = ["L1_0" if np.isclose(k @ k, 1) else "L1_1" for k in waves]
for members in bulk_classes:
    assert len({names[j] for j in members}) == 1
assert names.count("L1_0") == 3 and names.count("L1_1") == 4

# Blind search over colourings of the eight cosets of the doubled lattice
weights = np.array([4, 2, 1])
shifts = [((CORNERS + t) % 2) @ weights for t in CORNERS]
turns = {tuple(((CORNERS @ g.T) % 2) @ weights) for g in full_group}
index_two = []
for colours in it.product((0, 1), repeat=8):
    c = np.array(colours)
    if sum(np.array_equal(c[s], c) for s in shifts) == 4:
        index_two.append(c)
translation_types = {min(tuple(c[s]) for s in shifts) for c in index_two}
structures = {min(tuple(c[s][list(t)]) for s in shifts for t in turns)
              for c in index_two}
assert len(index_two) == 14
assert len(translation_types) == 7 and len(structures) == 2

# Layers and pair correlations counted on real lattice points
points = np.array(list(it.product(range(-3, 4), repeat=3)))
positions = points @ A.T
squared = np.sum(positions ** 2, axis=1)
spacings, correlations = [], []
for p, k in zip(parities, waves):
    spin = 1 - 2 * ((points @ p) % 2)
    height = positions @ k / np.linalg.norm(k)
    levels = np.unique(np.round(height, 8))
    spacing = np.min(np.diff(levels))
    assert np.isclose(spacing, 1 / (2 * np.linalg.norm(k)), atol=1e-7)
    layer = np.rint(height / spacing).astype(int)
    assert np.array_equal(spin, 1 - 2 * (layer % 2))
    counted = [spin[np.isclose(squared, s)].mean() for s in (0.5, 1.0)]
    cx, cy, cz = np.cos(np.pi * k)
    formula = [(cx * cy + cy * cz + cz * cx) / 3, np.cos(2 * np.pi * k).mean()]
    assert np.allclose(counted, formula)
    spacings.append(spacing)
    correlations.append(counted)

# Conventional primitive cells of one variant of each ordering
rep = {"L1_0": next(j for j, k in enumerate(waves) if np.allclose(k, [0, 0, 1])),
       "L1_1": next(j for j, k in enumerate(waves) if np.allclose(k, 0.5))}
cells = {"L1_0": np.array([[.5, .5, 0], [.5, -.5, 0], [0, 0, 1]]).T,
         "L1_1": np.array([[.5, .5, 1], [.5, 1, .5], [1, .5, .5]]).T}
for name, cell in cells.items():
    M = A_INV @ cell
    assert is_integer(M) and np.isclose(abs(np.linalg.det(M)), 2)
    assert is_integer(np.linalg.inv(forms[rep[name]]) @ M)
rhombo = cells["L1_1"]
rhombo_length = np.linalg.norm(rhombo[:, 0])
rhombo_angle = np.degrees(np.arccos(rhombo[:, 0] @ rhombo[:, 1]
                                    / rhombo_length ** 2))

# Keating model: rough typical inputs for Ga0.5In0.5P
BOND_GA, BOND_IN = 0.236, 0.254              # nm
STRETCH_SI, BEND_SI = 45.0, 8.0              # N/m
GROWTH_T = 900.0                             # K
to_ev_nm2 = 1e-18 / const.e
STRETCH, BEND = STRETCH_SI * to_ev_nm2, BEND_SI * to_ev_nm2
mean_bond = 0.5 * (BOND_GA + BOND_IN)
a_nm = 4 * mean_bond / np.sqrt(3)
STEPS = np.vstack([np.zeros(3, int), np.eye(3, dtype=int)])
IDEAL = a_nm * (STEPS @ A.T - 0.25)          # anion to its four cations


class ElasticCell:
    """Periodic cell H with cation species set by p; strain and shifts free."""

    def __init__(self, H, p, bonds):
        sites = list(it.product(*(range(H[i, i]) for i in range(3))))
        lookup = {s: i for i, s in enumerate(sites)}

        def site_index(n):
            n = np.array(n)
            for i in range(3):
                n = n - (n[i] // H[i, i]) * H[:, i]
            return lookup[tuple(int(v) for v in n)]

        self.count = len(sites)
        self.cation = np.array([[site_index(np.array(s) + g) for g in STEPS]
                                for s in sites])
        species = np.array([int(np.dot(p, s)) % 2 for s in sites])
        self.is_second = species[self.cation].ravel() == 1
        self.rest = np.where(self.is_second, bonds[1], bonds[0])
        pairs = []
        for j, s in enumerate(sites):
            around_anion = [4 * j + g for g in range(4)]
            around_cation = [4 * site_index(np.array(s) - STEPS[g]) + g
                             for g in range(4)]
            pairs += list(it.combinations(around_anion, 2))
            pairs += list(it.combinations(around_cation, 2))
        self.first, self.second = np.array(pairs).T
        self.size = 6 * self.count + 3

    def strain(self, x):
        xx, yy, zz, yz, xz, xy = x[:6]
        return np.array([[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])

    def vectors(self, x):
        n = self.count
        shifts_all = np.concatenate([np.zeros(3), x[6:]]).reshape(2 * n, 3)
        cation_shift, anion_shift = shifts_all[:n], shifts_all[n:]
        ideal = IDEAL @ (np.eye(3) + self.strain(x))
        return ideal[None] + cation_shift[self.cation] - anion_shift[:, None]

    def residuals(self, x):
        v = self.vectors(x).reshape(-1, 3)
        stretch = (np.sum(v * v, axis=1) - self.rest ** 2) / self.rest
        product = self.rest[self.first] * self.rest[self.second]
        dots = np.sum(v[self.first] * v[self.second], axis=1)
        bend = (dots + product / 3) / np.sqrt(product)
        return np.concatenate([np.sqrt(3 * STRETCH / 8) * stretch,
                               np.sqrt(3 * BEND / 8) * bend])

    def energy(self, x):
        return np.sum(self.residuals(x) ** 2) / self.count   # eV per cation

    def relax(self, start=None):
        start = np.zeros(self.size) if start is None else start
        fit = least_squares(self.residuals, start, jac="3-point",
                            xtol=1e-13, ftol=1e-14, gtol=1e-13)
        assert fit.success
        return fit.x


# The elastic code against the known bulk modulus of the Keating model
uniform = ElasticCell(forms[0], parities[0], (mean_bond, mean_bond))
h = 1e-3
dilation = np.zeros(uniform.size)
dilation[:3] = h
mean_energy = 0.5 * (uniform.energy(dilation) + uniform.energy(-dilation))
bulk_gpa = mean_energy / (4.5 * h ** 2 * a_nm ** 3 / 4) * const.e * 1e27 / 1e9
bulk_formula = (3 * STRETCH_SI + BEND_SI) / (3 * a_nm * 1e-9) / 1e9
assert abs(bulk_gpa / bulk_formula - 1) < 1e-5

# All seven candidates relaxed separately: only two energies may appear
bond_pair = (BOND_GA, BOND_IN)
models = [ElasticCell(H, p, bond_pair) for H, p in zip(forms, parities)]
relaxed = [m.relax() for m in models]
energies = np.array([m.energy(x) for m, x in zip(models, relaxed)])
class_energy, spread = {}, 0.0
for name in ("L1_0", "L1_1"):
    group_energies = energies[[n == name for n in names]]
    class_energy[name] = group_energies.mean()
    spread = max(spread, np.ptp(group_energies))
assert spread < 1e-7
assert abs(class_energy["L1_1"] - class_energy["L1_0"]) > 1e-4

# The relaxed strain must keep the ordering direction as its only axis
axial = []
for m, x, k in zip(models, relaxed, waves):
    axis = k / np.linalg.norm(k)
    strain = m.strain(x)
    along = axis @ strain @ axis
    across = 0.5 * (np.trace(strain) - along)
    expected = across * np.eye(3) + (along - across) * np.outer(axis, axis)
    assert np.allclose(strain, expected, atol=1e-6)
    axial.append(along - across)

# Larger cell, disturbed start
rng = np.random.default_rng(7)
cell_shift = {}
for name, j in rep.items():
    large = ElasticCell(2 * np.eye(3, dtype=int), parities[j], bond_pair)
    x = large.relax(rng.normal(0, 0.002, large.size))
    cell_shift[name] = large.energy(x) - energies[j]
    assert abs(cell_shift[name]) < 1e-7

entropy_term = const.k * GROWTH_T * np.log(2) / const.e

# A worked equivalence: first form carried to another member of its class
partner = next(j for j in range(1, 7) if names[j] == names[0])
witness = next(g for g in full_group
               if is_integer(np.linalg.inv(forms[partner]) @ g @ forms[0]))
change = np.rint(np.linalg.inv(forms[partner]) @ witness @ forms[0]).astype(int)
assert abs(round(np.linalg.det(change))) == 1
assert np.array_equal(forms[partner] @ change, witness @ forms[0])

print("index-2 matrices in blind search:", len(trial), "; lattices:", len(found))
print("operations: fcc", len(full_group), ", zinc blende", len(zincblende_group),
      ", (001) surface", len(surface_group))
print("no. | H by rows | p | k (2pi/a) | type | energy (meV/cation)")
for j, H in enumerate(forms):
    print(j + 1, "|", H.tolist(), "|", parities[j].tolist(), "|",
          (waves[j] + 0.0).tolist(), "|", names[j], "|",
          f"{1e3 * energies[j]:.4f}")
print("bulk classes:", [[j + 1 for j in c] for c in bulk_classes])
print("(001) surface classes:", [[j + 1 for j in c] for c in surface_classes])
print("sum of fixed superlattices over fcc operations:", int(fixed))
print("colourings of index 2:", len(index_two), "; up to translation:",
      len(translation_types), "; up to all symmetry:", len(structures))
print("witness: form 1 to form", partner + 1, ", G =", witness.tolist())
print("  Cartesian operation =",
      (np.rint(A @ witness @ A_INV).astype(int)).tolist())
print("  unimodular change of basis U =", change.tolist())
print(f"input bonds Ga-P, In-P: {BOND_GA:.3f}, {BOND_IN:.3f} nm")
print(f"input stretch, bend constants: {STRETCH_SI:.0f}, {BEND_SI:.0f} N/m")
print(f"cubic constant from mean bond: {a_nm:.4f} nm")
print(f"Keating bulk modulus: {bulk_gpa:.2f} GPa; formula {bulk_formula:.2f} GPa")
print(f"L1_0 cell edges: {a_nm / np.sqrt(2):.4f}, {a_nm:.4f} nm")
print(f"L1_1 cell edge: {rhombo_length * a_nm:.4f} nm; angle {rhombo_angle:.3f} deg")
for name, j in rep.items():
    m, x = models[j], relaxed[j]
    v = m.vectors(x)
    lengths = np.linalg.norm(v, axis=2).ravel()
    offset = np.max(np.linalg.norm(v.mean(axis=1), axis=1))
    ga, indium = lengths[~m.is_second], lengths[m.is_second]
    print(f"{name}: layer spacing {spacings[j] * a_nm:.4f} nm")
    print(f"  pair correlations, shells 1 and 2: {correlations[j][0]:.4f}, "
          f"{correlations[j][1]:.4f}")
    print(f"  elastic energy, ideal sites: "
          f"{1e3 * m.energy(np.zeros(m.size)):.2f} meV/cation")
    print(f"  elastic energy, relaxed: {1e3 * energies[j]:.2f} meV/cation")
    print(f"  mean relaxed bonds Ga-P, In-P: {ga.mean():.4f}, "
          f"{indium.mean():.4f} nm")
    print(f"  largest anion offset from cation centroid: {offset:.4f} nm")
    print(f"  strain along minus across ordering axis: {axial[j]:.5f}")
    print(f"  shift in 8-cation cell: {1e3 * cell_shift[name]:.1e} meV/cation")
print(f"largest energy spread inside a class: {1e3 * spread:.1e} meV/cation")
gap = class_energy["L1_1"] - class_energy["L1_0"]
print(f"elastic energy L1_1 minus L1_0: {1e3 * gap:.2f} meV/cation")
print(f"kT ln2 at {GROWTH_T:.0f} K: {1e3 * entropy_term:.2f} meV/cation")
print("every check passed")
```

It prints:

```
index-2 matrices in blind search: 51510 ; lattices: 7
operations: fcc 48 , zinc blende 24 , (001) surface 4
no. | H by rows | p | k (2pi/a) | type | energy (meV/cation)
1 | [[1, 0, 0], [0, 1, 0], [0, 0, 2]] | [0, 0, 1] | [0.5, 0.5, -0.5] | L1_1 | 62.5071
2 | [[1, 0, 0], [0, 1, 0], [0, 1, 2]] | [0, 1, 1] | [1.0, 0.0, 0.0] | L1_0 | 41.1473
3 | [[1, 0, 0], [0, 1, 0], [1, 0, 2]] | [1, 0, 1] | [0.0, 1.0, 0.0] | L1_0 | 41.1473
4 | [[1, 0, 0], [0, 1, 0], [1, 1, 2]] | [1, 1, 1] | [0.5, 0.5, 0.5] | L1_1 | 62.5071
5 | [[1, 0, 0], [0, 2, 0], [0, 0, 1]] | [0, 1, 0] | [0.5, -0.5, 0.5] | L1_1 | 62.5071
6 | [[1, 0, 0], [1, 2, 0], [0, 0, 1]] | [1, 1, 0] | [0.0, 0.0, 1.0] | L1_0 | 41.1473
7 | [[2, 0, 0], [0, 1, 0], [0, 0, 1]] | [1, 0, 0] | [-0.5, 0.5, 0.5] | L1_1 | 62.5071
bulk classes: [[1, 4, 5, 7], [2, 3, 6]]
(001) surface classes: [[1, 4], [2, 3], [5, 7], [6]]
sum of fixed superlattices over fcc operations: 96
colourings of index 2: 14 ; up to translation: 7 ; up to all symmetry: 2
witness: form 1 to form 4 , G = [[-1, -1, -1], [0, 1, 0], [1, 0, 0]]
  Cartesian operation = [[0, 0, 1], [-1, 0, 0], [0, -1, 0]]
  unimodular change of basis U = [[-1, -1, -2], [0, 1, 0], [1, 0, 1]]
input bonds Ga-P, In-P: 0.236, 0.254 nm
input stretch, bend constants: 45, 8 N/m
cubic constant from mean bond: 0.5658 nm
Keating bulk modulus: 84.25 GPa; formula 84.25 GPa
L1_0 cell edges: 0.4001, 0.5658 nm
L1_1 cell edge: 0.6930 nm; angle 33.557 deg
L1_0: layer spacing 0.2829 nm
  pair correlations, shells 1 and 2: -0.3333, 1.0000
  elastic energy, ideal sites: 142.14 meV/cation
  elastic energy, relaxed: 41.15 meV/cation
  mean relaxed bonds Ga-P, In-P: 0.2383, 0.2516 nm
  largest anion offset from cation centroid: 0.0115 nm
  strain along minus across ordering axis: 0.00317
  shift in 8-cation cell: -2.1e-14 meV/cation
L1_1: layer spacing 0.3267 nm
  pair correlations, shells 1 and 2: 0.0000, -1.0000
  elastic energy, ideal sites: 142.81 meV/cation
  elastic energy, relaxed: 62.51 meV/cation
  mean relaxed bonds Ga-P, In-P: 0.2395, 0.2502 nm
  largest anion offset from cation centroid: 0.0120 nm
  strain along minus across ordering axis: 0.00518
  shift in 8-cation cell: -2.8e-14 meV/cation
largest energy spread inside a class: 6.9e-14 meV/cation
elastic energy L1_1 minus L1_0: 21.36 meV/cation
kT ln2 at 900 K: 53.76 meV/cation
every check passed
```
